When the quasi-static terrace approximation holds in step flow without desorption, part 2

In step-flow growth, atoms land on terraces, diffuse and join moving steps. The quasi-static approximation gives each terrace the steady adatom profile of its present width. The question is when a small Peclet number P = ΩFℓ²/D justifies this. Here Ω is the atomic area, F the flux, ℓ the mean terrace width and D the diffusivity. There is no desorption, nucleation, step interaction or noise.

The adatom density is c, and c_eq is its equilibrium value, held on both sides of every step when attachment is fast. The excess coverage is Ω(c−c_eq) = P w. Lengths are in units of ℓ, τ = ΩFt counts deposited layers, and a dot means d/dτ. The dimensional step speed is v, with mean ΩFℓ.

Step n is at S_n and moves towards +X. Terrace n lies ahead of it and has width L_n = S_{n+1} − S_n. On a terrace, y is the distance from its rear edge. Primes are spatial derivatives; + and − denote the sides ahead of and behind a step. The full problem is

P ∂w/∂τ = ∂²w/∂X² + 1, w = 0 at the steps, Ṡ_n = w′₊ − w′₋.

Dropping the left side of the diffusion equation gives the steady profile w₀ = y(L−y)/2 and the quasi-static law

Ṡ_n = (L_n + L_{n−1})/2 ≡ V_n.

To first order in P, the corrected law is

Ṡ_n = V_n + (P/12)[ L_n²(2V_n − V_{n+1}) − L_{n−1}²(2V_n − V_{n−1}) ].

A terrace of width L sends its two steps, in total, the flux L − d/dτ (P L³/12), where P L³/12 is the stored excess.

On equal terraces the initial transient lasts about P/π² layers. Afterwards a step receives the share 1/2 + P/12 from the terrace ahead and 1/2 − P/12 from behind, and the relative error of the quasi-static profile next to the steps is P/6.

The example has Ω = 0.1 nm², F = 1 nm⁻² s⁻¹, D = 10⁵ nm²/s and ℓ = 100 nm. Then P = 0.01, a layer takes 10 s, the mean step speed is 10 nm/s and the transient lasts 0.010 s.

### Test on three terraces

Three terraces, repeated periodically, start with widths 0.7, 1.0 and 1.3. After half a layer at P = 0.01 the full solution has widths 0.65571, 1.14454 and 1.19975. For the first step, with the third terrace behind it,

V₁ = (0.65571 + 1.19975)/2 = 0.92773.

The quasi-static speeds of the other two steps are 0.90012 and 1.17214. The bracket is

0.65571² × (2 × 0.92773 − 0.90012) − 1.19975² × (2 × 0.92773 − 1.17214) = 0.4108 − 0.9836 = −0.5728.

Multiplied by P/12 this gives −0.00048, hence a speed of 0.92725. The full solution gives 0.927255.

Over the three steps, the largest quasi-static error is 4.8 × 10⁻⁴ in units of the mean speed. It doubles when P is doubled. The largest error of the corrected law is 3.8 × 10⁻⁶ and grows by a factor of 3.99. The first error is thus of order P and the second of order P², which confirms the formula as well as the claim about momentary speeds.

On a terrace much wider than the average, the speeds of its two steps are themselves of order L. The correction relative to L/2 is then of order P L². The number that must be small is the Peclet number formed with the widest terrace.

### Does a disturbance of the spacing grow?

Let L_n = 1 + ε e^(ikn+στ) with small ε, and write z = e^(ik). Going from n to n−1 divides the disturbance by z. In the quasi-static theory the disturbance of V_n is therefore (1 + 1/z)/2 times that of L_n. Since L̇_n = Ṡ_{n+1} − Ṡ_n, the growth rate is

σ₀ = (z − 1)(1 + 1/z)/2 = (z − 1/z)/2 = i sin k.

This is purely imaginary. The pattern of such a wave may move along the train, but its amplitude stays the same for ever. The quasi-static train is neither stable nor unstable, and an arbitrarily small real part from elsewhere settles its fate.

For the corrected law the bracket must be linearized about L = V = 1. Its two parts cancel in the uniform state. The disturbance of L_n² is twice that of L_n, so the change of the bracket is

2δL_n + 2δV_n − δV_{n+1} − 2δL_{n−1} − 2δV_n + δV_{n−1}

= 2(δL_n − δL_{n−1}) − (δV_{n+1} − δV_{n−1}).

Divided by δL_n this is

2(1 − 1/z) − (z − 1/z)(1 + 1/z)/2.

Multiplication by (z − 1)P/12 gives the correction to σ. Two products are needed:

(z − 1)(1 − 1/z) = z + 1/z − 2 = −2(1 − cos k),

(z − 1)(1 + 1/z)(z − 1/z)/2 = (z − 1/z)²/2 = (2i sin k)²/2 = −2 sin²k.

Therefore

σ₁ = (P/12)[−4(1 − cos k) + 2 sin²k] = −(P/6)[2 − 2cos k − 1 + cos²k] = −(P/6)(1 − cos k)².

The growth rate per layer is

σ = i sin k − (P/6)(1 − cos k)² + terms of order P².

For steps that hold c_eq on both sides, that is, for infinitely fast attachment, the terms that the quasi-static theory neglects stabilize the train. The real part vanishes at k = 0, which would change the mean width. At long wavelength 1 − cos k ≈ k²/2, and the decay rate is P k⁴/24, so gentle modulations over many terraces live very long. So weak a decay is easily overturned, and a finite attachment rate does overturn it for the longest waves, as the last section states. The fastest decay is at k = π, where wide and narrow terraces alternate: the rate is (P/6) × 2² = 2P/3.

The growth rates of the full problem, linearized about the uniform train, provide the test. At P = 0.01 the real parts for k = π/3, 2π/3 and π are −0.000417, −0.003750 and −0.006667 per layer, the same as the formula gives to these digits. The largest deviation of the complex rate is 1.1 × 10⁻⁵ per layer, and it grows fourfold when P is doubled, as a term of order P² should.

### Alternating widths, followed for a long time

Let the widths alternate between 1 + a and 1 − a. The quasi-static speed of every step is then [(1+a) + (1−a)]/2 = 1, so a never changes in that theory, whether it is small or large. In the corrected law all V equal 1. A step with the wide terrace ahead has the speed

1 + (P/12)[(1+a)² − (1−a)²] = 1 + (P/12) × 4a = 1 + Pa/3,

and a step with the narrow terrace ahead has 1 − Pa/3. The wide terrace has the faster step at its rear edge and the slower one at its front edge. It therefore shrinks:

da/dτ = (1 − Pa/3) − (1 + Pa/3) = −(2/3)Pa.

Hence a(τ) = a(0) exp(−2Pτ/3). No linearization in a was made, and the rate agrees with σ at k = π. The cause is the shift found on equal terraces: motion favours supply from ahead. This shift grows as the square of the width, so a step facing the wide terrace gains more than it loses at its back.

In the example let the widths start at 140 and 60 nm, so a(0) = 0.4. The decay time is 3/(2P) = 150 layers, or 1500 s. After this time

a = 0.4/e = 0.1472,

and the widths are 114.7 and 85.3 nm. The full solution gives the same values to this accuracy. The quasi-static theory still has 140 and 60 nm. Its difference between neighbouring widths is 80 nm, where the full solution has 29 nm.

Just after the initial transient, the quasi-static speeds are wrong by only Pa/3 = 0.0013 of the mean speed. But the error has the same sign in every layer and nothing opposes it. The relative change of a after τ layers is about 2Pτ/3 while this is small. To keep it below 1 per cent at P = 0.01, growth must stop after 0.01 × 3/(2 × 0.01) = 1.5 layers. For alternating widths, the condition for the quasi-static prediction is thus Pτ ≪ 1, in addition to P ≪ 1.

The stored atoms can be checked in the same run. Summing the conservation law over all terraces, with deposition started at w = 0, gives the mean step position τ − P⟨L³⟩/12 after the transient, where ⟨ ⟩ is the mean over terraces. For alternating widths ⟨L³⟩ = 1 + 3a², because the odd powers of a cancel. At the end this is 1 + 3 × 0.1472² = 1.065, and the stored excess is 0.01 × 1.065/12 = 0.00089 layers. The full solution has steps that lag by 0.089 nm, which is this fraction of 100 nm.

Nucleation was excluded by assumption, and P does not control it by itself. In the example let c_eq = 0.2 nm⁻², an equilibrium coverage of 0.1 × 0.2 = 0.02. The largest excess coverage is in the middle of the 140 nm terrace, P × 1.4²/8 = 0.00245. The supersaturation is therefore at most about 12 per cent in the quasi-static estimate. So weak a driving force makes the neglect of islands reasonable, but how far it can be trusted depends on the energy of small clusters, which is outside this model.

### When attachment is slow

So far the steps absorbed atoms without delay. Now let the flux into a step from either side be κ(c − c_eq), with an attachment coefficient κ that has the dimension of a speed. At a moving step the balances on the two sides are then κ(c₊ − c_eq) = Dc′₊ + v c₊ ahead and κ(c₋ − c_eq) = −Dc′₋ − v c₋ behind. The terms v c contain c_eq, which therefore no longer drops out. Measured against the total uptake v/Ω they are of order Ωc, so a small coverage is needed to leave them out of the momentary speeds. Over many layers even small terms can matter, and the long-time evolution with slow attachment is not treated here. The response time of a terrace can still be estimated with the steps held fixed. On a terrace of width 1 the edge conditions are

w′(0) = w(0)/δ, w′(1) = −w(1)/δ, δ = D/(κℓ).

The steady profile is w₀ = y(1−y)/2 + δ/2: its slope at y = 0 is 1/2, which equals (δ/2)/δ. The stored excess coverage is P(1/12 + δ/2).

A symmetric deviation has the form cos[q(y − 1/2)] exp(−q²τ/P). At y = 0 its slope is q sin(q/2) and its value cos(q/2), so the edge condition becomes

q tan(q/2) = 1/δ.

The left side rises from 0 to infinity as q goes from 0 to π, so there is one root in this range. It gives the slowest decay, since the antisymmetric deviations have q > π. The response time is P/q² layers.

For δ → 0 the root tends to π, and P/π² returns. For large δ the root is small. With tan(q/2) ≈ q/2 one finds q² ≈ 2/δ and the response time Pδ/2. Inserting P and δ,

Pδ/2 = (ΩFℓ²/D) × D/(2κℓ) = ΩFℓ/(2κ) = v/(2κ).

The diffusivity has cancelled. Fast diffusion makes P small, but it does not help an atom that waits at a step. For large δ, the terrace can therefore follow the changing widths if the step speed v is much smaller than 2κ.

For general δ the stored coverage P(1/12 + δ/2) is a convenient estimate of the response time in layers. At five values of δ from 0.001 to 50, the true response time was tested to lie between 1 and 12/π² ≈ 1.22 times this estimate.

With P = 0.01 and δ = 50, κ is 20 nm/s, and v/(2κ) = 10/40 = 0.25. The numerical response time is 0.25 layers, or 2.5 s, where fast attachment gave 0.010 s. The Peclet number is the same, yet the terrace no longer responds quickly on the scale of one layer. The stored excess is also a quarter of a layer, more than ten times the equilibrium coverage, so the neglect of nucleation loses its basis as well.

### What to choose

For step speeds and adatom profiles at given widths, the ordinary differential equations suffice if P(1/12 + δ/2) is small, with P and δ both formed with the widest terrace, and if times within the initial transient are not of interest. For δ = 0 the relative error of the profile next to the steps is about twice this number. When attachment is not fast, the equilibrium coverage Ωc_eq must be small as well, because of the terms v c at the moving steps.

For the evolution of the spacing one must look at the real part of the quasi-static growth rate. For steps that hold c_eq on both sides it is zero, and the terms of order P have to be kept once Pτ is no longer small. The decay found above was derived for this case only and must not be carried over to slow attachment. For such steps this does not require the full diffusion problem, because the corrected law for Ṡ_n is again a set of ordinary differential equations. The law belongs to δ = 0 exactly. With the same finite κ on both sides and small δ, the real part gains about +Pδk²/3 at long wavelength, so that waves with k² < 8δ grow slowly instead of decaying; at P = 0.01, δ = 0.003 and k = 0.1 the rate is about +6 × 10⁻⁸ per layer. The terms v c_eq add about −2δΩc_eq(1 − cos k)², which is negligible against (P/6)(1 − cos k)² only if δΩc_eq ≪ P/12.

If another mechanism makes the real part different from zero, the comparison changes. Suppose that a step takes the fraction 1/2 + b of the deposit from the terrace ahead and 1/2 − b from the one behind, with the same b for every terrace width. In the quasi-static theory the growth rate then gains the term

b(z − 1)(1 − 1/z) = −2b(1 − cos k).

If b depends on the width, the term is different. Let each step hold c_eq on the side ahead, but take up atoms from behind with a finite κ, and let d = D/(κℓ). The steady profile on a terrace of width L then sends to its rear step the flux

L(L/2 + d)/(L + d) = L/2 + d/2 − d²/(2L) + ….

On equal terraces the share from ahead exceeds 1/2 by about d/2. But the flux d/2 is the same for every terrace, so it drops out of the growth rate, and the real part that remains is only −d²(1 − cos k) for small d, if the term v c at the moving step is left out. That term adds about −dΩc_eq(1 − cos k)², which is the larger of the two at k = π once 2Ωc_eq exceeds d. An asymmetry much larger than P is therefore no guarantee that the quasi-static rate is right: for d = 0.05, P = 0.01 and negligible c_eq it is −0.0045 per layer at k = π, while the full problem gives −0.0115. What must be compared with the neglected terms is the real part itself, at each k. The size of the neglected terms has to be found for each mechanism, since the coefficient found here belongs to steps that hold the same density on both sides. The values behind the main comparisons are in the numerical output below.

Calculated quantities

```
atomic area 0.1 nm^2, flux 1.0 nm^-2 s^-1, D 100000 nm^2/s
mean terrace width 100 nm, c_eq 0.2 nm^-2
Peclet number P = 0.0100
time per layer = 10.00 s
mean step speed = 10.00 nm/s
terrace relaxation time = 0.01013 s
uniform train, P = 0.01: share from ahead = 0.50083, 1/2+P/12 = 0.50083
uniform train, P = 0.50: share from ahead = 0.54149, 1/2+P/12 = 0.54167
uniform train, P = 1.00: share from ahead = 0.58198, 1/2+P/12 = 0.58333
three terraces after 0.5 layers, P = 0.01 (units of l):
  widths             [0.65571 1.14454 1.19975]
  speed, full        [0.927255 0.900497 1.17227 ]
  speed, quasi-stat. [0.927732 0.900124 1.172144]
  speed, first order [0.927255 0.900497 1.172266]
  largest error: quasi-static 4.78e-04, first order 3.82e-06
three terraces after 0.5 layers, P = 0.02 (units of l):
  widths             [0.65641 1.14372 1.19987]
  speed, full        [0.927183 0.900807 1.172059]
  speed, quasi-stat. [0.92814  0.900066 1.171794]
  speed, first order [0.927184 0.900809 1.172043]
  largest error: quasi-static 9.57e-04, first order 1.53e-05
error ratio on doubling P: 2.00 and 3.99
growth rates per layer, P = 0.01
  k = 1*pi/3: full -0.000417 +0.866027i, formula -0.000417 +0.866025i
  k = 2*pi/3: full -0.003750 +0.866037i, formula -0.003750 +0.866025i
  k = 3*pi/3: full -0.006667 +0.000000i, formula -0.006667 +0.000000i
slowest transient rate: full 987.0, pi^2/P 987.0 per layer
largest growth-rate error: 1.14e-05 at P, 4.55e-05 at 2P
alternating widths, start: 140.0 and 60.0 nm
  quasi-static speeds: 1.000, 1.000 (equal: widths stay)
  after 150 layers (1500 s), full: 114.72 and 85.28 nm
  same, first-order formula: 114.72 and 85.28 nm
  decay time 3/(2P) = 150.0 layers = 1500 s
  stored excess coverage: full 0.000887, formula 0.000887
  mean lag of the steps = 0.0887 nm
  largest quasi-static supersaturation (c-c_eq)/c_eq = 0.1225
delta = 0.001: relaxation time 0.00102 layers, P(1/12+delta/2) = 0.00084
delta = 1.0: relaxation time 0.00586 layers, P(1/12+delta/2) = 0.00583
delta = 50.0: relaxation time 0.25083 layers, P(1/12+delta/2) = 0.25083
delta = 50.0: attachment coefficient kappa = 20.0 nm/s
```
